# Does a coverage that survives purging lie on a Langmuir plateau?: a program that tests the result

```python
"""
Result under test: reversible molecular coverage theta = K p/(1+K p) vanishes
as p -> 0. Coverage that remains at K p << 1 is retained by slow kinetics or by
reaction. Ligand exchange instead obeys theta/(1-theta) = K_r p_M/p_L, and its
reverse reaction stops when the byproduct is removed.
Symbols: theta = filled fraction of sites, K = molecular adsorption constant,
p = precursor pressure, p_M and p_L = precursor and byproduct pressures,
K_r = dimensionless exchange constant. Internal units are cgs.
The material parameters are rough model inputs, not computed binding energies.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import gammaln

# Constants in cgs
hbar = const.hbar * 1e7
eV = const.e * 1e7
amu = const.atomic_mass * 1e3
torr = const.torr * 10

# Model inputs
temperature = 473.0
kT = const.k * 1e7 * temperature
mass = 72 * amu
site_density = 4e14
depth = 1.05 * eV
quanta = np.array([0.004, 0.004, 0.010]) * eV
sticking = 1.0
p_dose = 0.1 * torr
t_dose, t_purge = 0.1, 5.0
tau = 0.2
volume, area = 1000.0, 1000.0
p_residual = 1e-6 * torr
exchange_sticking = 1e-3
exchange_energy = -0.5 * eV
p_byproduct = 0.05 * torr

wavelength = np.sqrt(2 * np.pi * hbar**2 / (mass * kT))
q_site = np.prod(1 / (2 * np.sinh(quanta / (2 * kT))))


def adsorption_constant(well_depth):
    return q_site * np.exp(well_depth / kT) * wavelength**3 / kT


def langmuir(x):
    return x / (1 + x)


def mean_occupation(log_weights):
    weights = np.exp(log_weights - np.max(log_weights))
    return np.dot(np.arange(len(weights)), weights) / weights.sum()


K = adsorption_constant(depth)
fill_rate = sticking * p_dose / (
    site_density * np.sqrt(2 * np.pi * mass * kT))
Kp = K * p_dose
k_des = fill_rate / Kp
theta_mol = langmuir(Kp)

# Equilibrium from explicit quantum levels and a closed gas-surface system
levels = np.arange(3000) + 0.5
q_site_sum = np.prod([np.exp(-levels * e / kT).sum() for e in quanta])


def box_sum(length):
    n = np.arange(1, 8001)
    energy = (np.pi * hbar * n / length)**2 / (2 * mass)
    return np.exp(-energy / kT).sum()


length = 2e-7
gas_q_per_volume = ((box_sum(2 * length) - box_sum(length)) / length)**3
sites, molecules = 200, 20000
n = np.arange(sites + 1)
log_choose = gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)
closed_coverages = []
for target in [10.0, 1.0, 0.01, 0.0001]:
    box_volume = molecules * kT * K / target
    log_w = (log_choose + n * (np.log(q_site_sum) + depth / kT)
             + (molecules - n) * np.log(gas_q_per_volume * box_volume)
             - gammaln(molecules - n + 1))
    occupied = mean_occupation(log_w)
    pressure = (molecules - occupied) * kT / box_volume
    coverage = occupied / sites
    assert np.isclose(coverage, langmuir(K * pressure), rtol=2e-3)
    closed_coverages.append(coverage)
assert np.all(np.diff(closed_coverages) < 0)
assert closed_coverages[-1] < 2e-4

# Exchange equilibrium from explicit counting of reaction extents
byproducts = 5000
site_weight, q_precursor, q_byproduct = 0.7, 1.4, 1.0
exchange_coverages = []
for box_volume in [1e3, 1e6]:
    log_w = (log_choose + n * np.log(site_weight)
             + (molecules - n) * np.log(q_precursor * box_volume)
             - gammaln(molecules - n + 1)
             + (byproducts + n) * np.log(q_byproduct * box_volume)
             - gammaln(byproducts + n + 1))
    occupied = mean_occupation(log_w)
    coverage = occupied / sites
    ratio = (molecules - occupied) / (byproducts + occupied)
    equilibrium = site_weight * q_byproduct / q_precursor
    assert np.isclose(coverage / (1 - coverage),
                      equilibrium * ratio, rtol=3e-3)
    exchange_coverages.append(coverage)
assert np.isclose(*exchange_coverages, rtol=1e-7)

# Desorption from classical phase-space flux; quantum error is below 1 percent
configuration = 1.0
for energy in quanta:
    omega = energy / hbar
    width = np.sqrt(kT / mass) / omega
    integral = quad(lambda x: np.exp(
        -mass * omega**2 * (x * width)**2 / (2 * kT)), -12, 12)[0]
    configuration *= width * integral
speed_scale = np.sqrt(kT / mass)
upper = quad(lambda v: v * np.exp(-v**2 / 2), 0, 12)[0]
lower = quad(lambda v: np.exp(-v**2 / 2), -12, 12)[0]
flux_speed = speed_scale * upper / lower
k_classical = (sticking * flux_speed * np.exp(-depth / kT)
               / (site_density * configuration))
assert np.isclose(k_des, k_classical, rtol=0.01)


# Dose and purge from a two-state master equation
def evolve(start, fill, empty, duration):
    generator = np.array([[-fill, empty], [fill, -empty]])
    return (expm(generator * duration) @ np.array([1 - start, start]))[1]


allowed_loss = 0.01
missing_fill = 0.01
k_limit = brentq(lambda k: evolve(1, 0, k, t_purge)
                 - (1 - allowed_loss), 1e-7, 1)
fill_limit = brentq(lambda r: evolve(0, r, k_limit, t_dose)
                    - (1 - missing_fill), 1, 1000)
bound = (np.log(1 / missing_fill) * t_purge
         / (t_dose * np.log(1 / (1 - allowed_loss))))
numeric_bound = 1 + fill_limit / k_limit
assert numeric_bound >= bound
assert np.isclose(numeric_bound, bound, rtol=0.02)
assert np.isclose(evolve(0, fill_rate, k_des, t_dose),
                  theta_mol, rtol=1e-8)
short_time = 1 / k_des
assert np.isclose(evolve(theta_mol, 0, k_des, short_time),
                  theta_mol * np.exp(-k_des * short_time), rtol=1e-9)

# Depth needed for slow molecular desorption, at the chosen sticking
k_allowed = -np.log(1 - allowed_loss) / t_purge
depth_needed = depth + kT * np.log(k_des / k_allowed)
K_needed = adsorption_constant(depth_needed)
k_check = fill_rate / (K_needed * p_dose)
assert np.isclose(evolve(1, 0, k_check, t_purge),
                  1 - allowed_loss, rtol=1e-8)

# Ligand exchange during the dose and purge
K_r = np.exp(-exchange_energy / kT)
exchange_fill = fill_rate * exchange_sticking / sticking
reverse_rate = exchange_fill * (p_byproduct / p_dose) / K_r
theta_exchange = evolve(0, exchange_fill, reverse_rate, t_dose)


def exchange_retention(rate, duration):
    return np.exp(-rate * tau * (1 - np.exp(-duration / tau)))


test_rate = exchange_fill * (p_byproduct / p_dose) / 10
solution = solve_ivp(
    lambda t, y: -test_rate * np.exp(-t / tau) * y,
    (0, t_purge), [theta_exchange], rtol=1e-9, atol=1e-12)
assert np.isclose(solution.y[0, -1], theta_exchange
                  * exchange_retention(test_rate, t_purge), rtol=1e-6)
exchange_loss = -np.expm1(-reverse_rate * tau
                          * (1 - np.exp(-t_purge / tau)))
theta_exchange_end = theta_exchange * (1 - exchange_loss)

# Well-mixed reactor with readsorption and its initial gas inventory
inventory_ratio = area * site_density * kT / (volume * p_dose)


def reactor(t, state):
    theta, relative_pressure = state
    change = fill_rate * relative_pressure * (1 - theta) - k_des * theta
    return [change, -relative_pressure / tau - inventory_ratio * change]


reactor_solution = solve_ivp(
    reactor, (0, 60), [theta_mol, 1], method="Radau",
    dense_output=True, rtol=1e-8, atol=1e-12)
assert reactor_solution.success
mean_speed = np.sqrt(8 * kT / (np.pi * mass))
pumping_speed = volume / tau
beta = area * sticking * mean_speed / (4 * pumping_speed)


def time_to_coverage(theta):
    return brentq(lambda t: reactor_solution.sol(t)[0] - theta, 0, 60)


def local_equilibrium_time(theta):
    pressure = theta / (K * (1 - theta))
    return (tau * np.log(p_dose / pressure) + beta / k_des
            * (np.log(theta_mol / theta) - theta_mol + theta))


for theta in [0.5, 0.1, 0.01]:
    assert np.isclose(time_to_coverage(theta),
                      local_equilibrium_time(theta), rtol=0.01)
theta_reactor, u_reactor = reactor_solution.sol(t_purge)
p_reactor = u_reactor * p_dose
assert np.isclose(theta_reactor, langmuir(K * p_reactor), rtol=0.01)
t_one_percent = time_to_coverage(0.01)
t_ideal = np.log(theta_mol / 0.01) / k_des

# Lateral attraction on a periodic 3 by 4 lattice, by full enumeration
states = ((np.arange(4096)[:, None] >> np.arange(12)) & 1).reshape(-1, 3, 4)
pairs = (states * np.roll(states, 1, 1)
         + states * np.roll(states, 1, 2)).sum(axis=(1, 2))
filled = states.sum(axis=(1, 2))
shell_energy = -0.1 * eV


def lattice_coverage(activity):
    weights = activity**filled * np.exp(-pairs * shell_energy / (4 * kT))
    return np.dot(filled, weights) / (12 * weights.sum())


lateral_factor = np.exp(shell_energy / (2 * kT))
assert np.isclose(lattice_coverage(lateral_factor), 0.5, rtol=1e-10)
assert np.isclose(lattice_coverage(1e-7), 1e-7, rtol=1e-5)

# Rough effect of replacing free rotation by three librations
bond, methyl_mass, libration = 2e-8, 15 * amu, 0.005 * eV
inertia = 1.5 * methyl_mass * bond**2
B, C = hbar**2 / (2 * inertia), hbar**2 / (4 * inertia)
q_rotation = 0.0
for J in range(700):
    k_values = np.arange(-J, J + 1)
    energies = B * J * (J + 1) + (C - B) * k_values**2
    q_rotation += (2 * J + 1) * np.exp(-energies / kT).sum() / 6
q_libration = (1 / (2 * np.sinh(libration / (2 * kT))))**3
rotation_factor = q_libration / q_rotation
rotation_shift = -kT * np.log(rotation_factor)

# Rough gas mixing estimate at a carrier pressure of 1 Torr
carrier_pressure, diameter, gap = torr, 5e-8, 1.0
free_path = kT / (np.sqrt(2) * np.pi * diameter**2 * carrier_pressure)
diffusion = free_path * mean_speed / 3
mixing_time = gap**2 / diffusion
depth_error = 0.1 * eV
depth_factor = np.exp(depth_error / kT)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Molecular mass", mass / amu, "u")
show("Site density", site_density, "cm^-2")
show("Molecular well depth", depth / eV, "eV")
show("Lateral vibration quantum (two modes)", quanta[0] / eV, "eV")
show("Normal vibration quantum", quanta[2] / eV, "eV")
show("Molecular sticking on empty site", sticking)
show("Dose pressure", p_dose / torr, "Torr")
show("Dose time", t_dose, "s")
show("Purge time", t_purge, "s")
show("Thermal energy kT", kT / eV, "eV")
show("Thermal wavelength", wavelength * 1e7, "nm")
show("Site vibrational partition function", q_site)
show("Adsorption constant K", K * torr, "Torr^-1")
show("K times dose pressure", Kp)
show("Half-coverage pressure 1/K", 1 / K / torr, "Torr")
show("Molecular coverage after dose", theta_mol)
show("Filling rate on empty sites", fill_rate, "s^-1")
show("Desorption rate", k_des, "s^-1")
show("Molecular lifetime", 1000 / k_des, "ms")
show("Purge time / molecular lifetime", k_des * t_purge)
show("Ideal purge time to coverage 0.01", t_ideal * 1000, "ms")
show("Allowed missing fill and purge loss, each", allowed_loss)
show("Lower bound on 1+K p_dose", bound)
show("Master-equation minimum 1+K p_dose", numeric_bound)
show("Depth needed for 99% retention", depth_needed / eV, "eV")
show("1/K at that needed depth", 1 / K_needed / torr, "Torr")
show("Residual test pressure", p_residual / torr, "Torr")
show("Residual equilibrium coverage, example", langmuir(K * p_residual))
show("Same, needed depth", langmuir(K_needed * p_residual))
show("Exchange reaction free energy", exchange_energy / eV, "eV")
show("Exchange equilibrium constant K_r", K_r)
show("Exchange sticking", exchange_sticking)
show("Initial byproduct pressure", p_byproduct / torr, "Torr")
show("Exchange filling rate", exchange_fill, "s^-1")
show("Exchange coverage after dose", theta_exchange)
show("Initial exchange reverse rate", reverse_rate, "s^-1")
show("Exchange fractional purge loss", exchange_loss)
show("Exchange coverage after purge", theta_exchange_end)
show("Exchange lifetime if byproduct stays", 1 / reverse_rate / 3600, "h")
show("Reactor volume", volume, "cm^3")
show("Adsorbing reactor area", area, "cm^2")
show("Gas clearing time tau", tau, "s")
show("Readsorption number beta", beta)
show("Reactor molecular coverage after purge", theta_reactor)
show("Reactor precursor pressure after purge", p_reactor / torr, "Torr")
show("Reactor time to coverage 0.01", t_one_percent, "s")
show("Full-shell lateral energy", shell_energy / eV, "eV")
show("Lateral half-pressure factor", lateral_factor)
show("Rotation-loss factor in K", rotation_factor)
show("Depth shift to offset rotation loss", rotation_shift / eV, "eV")
show("Well-depth uncertainty tested", depth_error / eV, "eV")
show("Rate factor for that uncertainty", depth_factor)
show("Carrier pressure for mixing estimate", carrier_pressure / torr, "Torr")
show("Gas gap for mixing estimate", gap, "cm")
show("Diffusive mixing time", mixing_time, "s")
print("all tests passed")
```

It prints:

```
Temperature: 473 K
Molecular mass: 72 u
Site density: 4e+14 cm^-2
Molecular well depth: 1.05 eV
Lateral vibration quantum (two modes): 0.004 eV
Normal vibration quantum: 0.01 eV
Molecular sticking on empty site: 1
Dose pressure: 0.1 Torr
Dose time: 0.1 s
Purge time: 5 s
Thermal energy kT: 0.04076 eV
Thermal wavelength: 0.00946 nm
Site vibrational partition function: 421.8
Adsorption constant K: 1123 Torr^-1
K times dose pressure: 112.3
Half-coverage pressure 1/K: 0.0008903 Torr
Molecular coverage after dose: 0.9912
Filling rate on empty sites: 4.759e+04 s^-1
Desorption rate: 423.7 s^-1
Molecular lifetime: 2.36 ms
Purge time / molecular lifetime: 2118
Ideal purge time to coverage 0.01: 10.85 ms
Allowed missing fill and purge loss, each: 0.01
Lower bound on 1+K p_dose: 2.291e+04
Master-equation minimum 1+K p_dose: 2.293e+04
Depth needed for 99% retention: 1.55 eV
1/K at that needed depth: 4.224e-09 Torr
Residual test pressure: 1e-06 Torr
Residual equilibrium coverage, example: 0.001122
Same, needed depth: 0.9958
Exchange reaction free energy: -0.5 eV
Exchange equilibrium constant K_r: 2.125e+05
Exchange sticking: 0.001
Initial byproduct pressure: 0.05 Torr
Exchange filling rate: 47.59 s^-1
Exchange coverage after dose: 0.9914
Initial exchange reverse rate: 0.0001119 s^-1
Exchange fractional purge loss: 2.239e-05
Exchange coverage after purge: 0.9914
Exchange lifetime if byproduct stays: 2.481 h
Reactor volume: 1000 cm^3
Adsorbing reactor area: 1000 cm^2
Gas clearing time tau: 0.2 s
Readsorption number beta: 1865
Reactor molecular coverage after purge: 0.1891
Reactor precursor pressure after purge: 0.0002075 Torr
Reactor time to coverage 0.01: 17.79 s
Full-shell lateral energy: -0.1 eV
Lateral half-pressure factor: 0.2933
Rotation-loss factor in K: 0.0176
Depth shift to offset rotation loss: 0.1647 eV
Well-depth uncertainty tested: 0.1 eV
Rate factor for that uncertainty: 11.63
Carrier pressure for mixing estimate: 1 Torr
Gas gap for mixing estimate: 1 cm
Diffusive mixing time: 0.01824 s
all tests passed
```
